# Why electrophiles substitute metal acetylacetonates at the central carbon

## What goes wrong when the site is guessed from charge

Suppose that a bromine or nitro group is to be placed on a metal acetylacetonate. If the site is chosen by looking for the most pi electrons, the answer is oxygen, and the plan fails on paper: an electrophile on oxygen competes with the metal for the ligand and threatens the chelate. Among the three ring carbons, only the central one has a hydrogen to give up; the other two carry methyl groups.

What happens with suitably inert chelates, such as those of chromium(III) and cobalt(III), is cleaner. The electrophile replaces the hydrogen on the central carbon and the chelate ring survives. The highest occupied pi orbital favours this same carbon over its two neighbours. It does not, alone, explain why oxygen is spared.

## The five-centre model

Number the ligand atoms O1–C2–C3–C4–O5, with C3 central. Each contributes one p orbital perpendicular to the ring plane. The three carbons supply three electrons. In one resonance structure the carbonyl oxygen supplies one and the enolate oxygen two, which makes six. Resonance makes the two oxygens equivalent, so both get the same parameters.

The Hückel model takes these p orbitals as orthonormal and couples neighbours only. The metal enters solely through the oxygen parameters. Carbon has Coulomb integral $\alpha$, oxygen $\alpha+h\beta$; the C–C resonance integral is $\beta<0$ and the C–O one is $k\beta$, with $h,k>0$. Write each level as $E=\alpha+x\beta$. Because $\beta$ is negative, a larger $x$ means a lower energy. Dividing the secular equations by $\beta$ gives, for the first three atoms,

$$(x-h)c_1=kc_2,\qquad xc_2=kc_1+c_3,\qquad xc_3=c_2+c_4 .$$

The other two follow by reflection through C3, and every orbital can be chosen symmetric or antisymmetric under that reflection.

**Antisymmetric orbitals (A).** Here $c_4=-c_2$ and $c_3=0$: the central carbon is a node. The second equation becomes $xc_2=kc_1$. Multiplying the first by $x$ gives $x(x-h)c_1=kxc_2=k^2c_1$, and since $c_1=0$ would make the whole orbital vanish,

$$x(x-h)=k^2 .$$

The product of the two roots is $-k^2$, so one is positive (A1) and one negative (A2).

**Symmetric orbitals (S).** Here $c_4=c_2$, so $xc_3=2c_2$. Multiply $xc_2=kc_1+c_3$ by $x(x-h)$ and replace $(x-h)c_1$ by $kc_2$ and $xc_3$ by $2c_2$:

$$x^2(x-h)c_2=k^2xc_2+2(x-h)c_2 .$$

If $c_2$ were zero, a nonzero orbital would need both $x=0$ and $x=h$, which $h>0$ forbids. Dividing by $c_2$,

$$f(x)\equiv(x-h)(x^2-2)-k^2x=0 .$$

## Which orbital is the highest occupied one

The signs of $f$ settle the order without solving the cubic. We have $f(0)=2h>0$ and $f(\sqrt2)=-\sqrt2\,k^2<0$, while $f$ tends to $-\infty$ on the far left and $+\infty$ on the far right. The three roots therefore satisfy

$$x_{S3}<0<x_{S2}<\sqrt2<x_{S1}.$$

Now insert an antisymmetric root $a$, for which $a-h=k^2/a$:

$$f(a)=\frac{k^2}{a}(a^2-2)-k^2a=-\frac{2k^2}{a}.$$

For A1, $a>0$ and $f(a)<0$. Among positive $x$, $f$ is negative only between S2 and S1, so A1 lies there. For A2, $a<0$ and $f(a)>0$, which places it between S3 and zero. Hence

$$x_{S3}<x_{A2}<0<x_{S2}<x_{A1}<x_{S1}.$$

Six electrons fill S1, A1 and S2. The highest occupied orbital is S2, which is symmetric and so is allowed amplitude on the central carbon.

## How large the central amplitude is

From here $x$ denotes the S2 root. The equation $xc_3=2c_2$ gives

$$\frac{c_3}{c_2}=\frac2x,\qquad \frac{c_3^2}{c_2^2}=\frac4{x^2}>2,$$

because $0<x<\sqrt2$. Within this model the inequality holds for every positive $h$ and $k$. The physical reason lies in the same equation: C3 has two identical neighbours, and an orbital near the carbon energy ($x$ small) needs little amplitude on them to balance a large amplitude at C3.

For oxygen, put $c_2=xc_3/2$ into $kc_1=xc_2-c_3$:

$$\frac{c_1}{c_3}=-\frac{2-x^2}{2k}.$$

The sign says that oxygen and C3 have opposite phase. Normalization, with two atoms of each outer kind, reads

$$1=c_3^2+2c_2^2+2c_1^2=c_3^2\left[1+\frac{x^2}{2}+\frac{(2-x^2)^2}{2k^2}\right].$$

C3 outweighs a single oxygen when $2-x^2<2k$. This is guaranteed for $k\ge1$; for smaller $k$ it requires $x^2>2(1-k)$.

Take $h=k=1$ as a rough choice for a carbonyl-like oxygen. Then

$$f=x^3-x^2-3x+2=(x-2)(x^2+x-1),$$

so S2 has $x=(\sqrt5-1)/2=0.618$. Since $x^2=1-x$, we have $2-x^2=1+x$ and $(1+x)^2=2+x$. The bracket becomes $1+(1-x)/2+(2+x)/2=5/2$, and

$$c_3^2=\tfrac25 .$$

The weights are 0.400 on C3, 0.038 on each neighbouring carbon and 0.262 on each oxygen. C3 beats its carbon neighbours by a factor of 10.5, but a single oxygen by only 1.5.

Two limits show what the oxygens do. As $h\to0$ at fixed $k$, $x\to0$: the neighbouring carbons become nodes and the C3 weight tends to $1/(1+2/k^2)$, or one third for $k=1$. As $h\to\infty$, the oxygen orbitals sink out of reach and $x\to\sqrt2$. What remains is a three-carbon chain with two electrons, with weight one half on C3 and one quarter on each neighbour. The contrast between carbons then falls to its lower limit of 2. Diagonalization over $h$ from 0.1 to 4 and $k$ from 0.6 to 1.2 gave a smallest ratio of 2.20, consistent with the bound.

## Why amplitude steers the electrophile

Let the electrophile bring an empty orbital at $\alpha+x_E\beta$, coupled to atom $r$ by $g\beta$. Expand the combined orbital in the ligand orbitals, with coefficients $a_j$, plus the electrophile orbital, with coefficient $b$. The secular equations are

$$(X-x_j)a_j=gc_{jr}b,\qquad (X-x_E)b=g\sum_jc_{jr}a_j,$$

where $X$ is a level of the combined system. Eliminating $a_j$,

$$X-x_E=g^2\sum_j\frac{c_{jr}^2}{X-x_j}.$$

For weak coupling a level starting at $x_j$ moves to $x_j+\delta_j$ with $\delta_j$ small. The term with denominator $\delta_j$ then dominates the sum, and $x_j-x_E\simeq g^2c_{jr}^2/\delta_j$. Solving for $\delta_j$ and counting two electrons per filled orbital, the energy falls by

$$\Delta_r=2g^2|\beta|\sum_{j\ \mathrm{occ}}\frac{c_{jr}^2}{x_j-x_E}.$$

This is the leading order in $g$. It requires the electrophile level to lie above the highest occupied level by an energy large compared with the coupling. Amplitude enters squared. The highest occupied orbital has the smallest denominator, so each unit of weight in it counts most. A site with little weight in that orbital, such as C2, can still draw as much or more from the lower orbitals.

For numbers, take $|\beta|=2.5$ eV, $x_E=0.3$ and $g=0.1$. These are round model values, not properties of a particular reagent; they put the electrophile level 0.80 eV above the highest occupied one. The prefactor is $2(0.1)^2(2500\ \text{meV})=50$ meV.

The weights in the lower orbitals are also needed. S1 has $x=2$, for which the amplitude ratios above have magnitude one, so each atom has weight 0.2. A1 has $x=1.618$ and $c_1/c_2=x/k=1.618$; normalization then gives 0.138 on each outer carbon and 0.362 on each oxygen. Hence

$$\Delta_{C3}=50\left(\frac{0.200}{1.700}+0+\frac{0.400}{0.318}\right)=68.8\ \text{meV},$$

$$\Delta_{C2}=50\left(\frac{0.200}{1.700}+\frac{0.138}{1.318}+\frac{0.038}{0.318}\right)=17.1\ \text{meV},$$

$$\Delta_{O1}=50\left(\frac{0.200}{1.700}+\frac{0.362}{1.318}+\frac{0.262}{0.318}\right)=60.8\ \text{meV}.$$

Diagonalizing the six-orbital problem gives 66.5, 17.1 and 59.3 meV, so second order is good to within 4% here. The advantage of C3 over C2 is 49 meV, nearly twice the thermal energy of 25.9 meV at 300 K. These are early-contact stabilizations, not barriers, and they grow as $g^2$ while the coupling stays weak.

A counterfactual isolates the cause. Remove the two electrons of S2 while keeping all orbitals and the electrophile fixed. The diagonalized stabilizations become 5.9 meV at C3, 11.1 meV at C2 and 19.6 meV at O1. The central carbon drops from best to worst, because A1 has a node there. In this model, its early preference comes from the highest occupied orbital.

## Why the orbital does not exclude oxygen

The 7 meV advantage of C3 over oxygen is smaller than the thermal energy, and its sign depends on the electrophile. For $h=k=1$ the S1 terms cancel in the difference:

$$\frac{\Delta_{C3}-\Delta_{O1}}{2g^2|\beta|}=\frac{0.138}{0.618-x_E}-\frac{0.362}{1.618-x_E}.$$

At $x_E=0$ the two terms are equal, since $0.362/0.138$ and $1.618/0.618$ are both 2.618. For $x_E>0$, an acceptor level below the carbon p level, C3 wins; for $x_E<0$, oxygen wins. Diagonalization with $g=0.01$ confirmed the change of sign between $x_E=0.1$ and $-0.1$.

Total pi population is no better guide. Summing twice the weights over the filled orbitals gives 1.20 electrons on C3, 0.75 on C2 and 1.65 on each oxygen. Oxygen leads partly because it brought more electrons to begin with. The model also omits the oxygen lone pairs in the ring plane, which can bind an electrophile.

The metal supplies part of what is missing. It ties up one of the two in-plane lone pairs on each oxygen, and it draws electron density towards itself. Representing the second effect by raising $h$ from 1 to 2 at fixed $k=1$ changes the S2 weights to 0.500 on C3 and 0.125 on each of the other atoms. The C3-to-oxygen ratio rises from 1.5 to 4. This is a model estimate of the direction of the effect, since the appropriate $h$ depends on the metal.

## The later stage points to the same carbon

Frontier amplitudes describe first contact. The opposite limit is a fully formed bond: the attacked carbon becomes tetrahedral, leaves the pi system and takes two pi electrons into the new bond. The pi energy lost is the localization energy $L$. Comparing carbons with it assumes that the new bond has the same strength at each.

For $h=k=1$ the intact system has pi energy, relative to six electrons at $\alpha$ and in units of $\beta$,

$$2(2.000+1.618+0.618)=8.472 .$$

Attack at C3 leaves two separate C=O units. Each obeys $x(x-1)=1$ and has a filled level at 1.618, so four electrons contribute $4(1.618)=6.472$, and

$$L_{C3}=(8.472-6.472)|\beta|=2.000|\beta| .$$

Attack at C2 leaves an isolated oxygen at $x=1$ and the fragment C3–C4–O5. Expanding the fragment's determinant gives

$$x[x(x-1)-1]-(x-1)=x^3-x^2-2x+1=0,$$

with roots 1.802, 0.445 and $-1.247$. The four electrons fill the levels at 1.802 and 1, contributing 5.604. Thus $L_{C2}=2.868|\beta|$. The difference is $0.868|\beta|$, or 2.2 eV. Attack at C3 leaves two bonded pairs, each with a filled bonding level, whereas attack at C2 cuts one atom off from the rest. This is a property of the chain rather than of oxygen: at $k=1$ the difference is $1.17|\beta|$ for an all-carbon chain ($h=0$) and shrinks to $0.69|\beta|$ at $h=2$. The same order was found throughout a grid with $h$ from 0.5 to 2 and $k$ from 0.8 to 1.1.

To finish the substitution, C3 loses its hydrogen as a proton, returns to planar geometry and restores the six-electron system. C2 and C4 carry methyl groups and cannot take this route. The preference for C3 over the other carbons therefore has three parts: frontier amplitude at first contact, low localization energy later, and a proton available to leave.

## How far a real chelate departs from the model

The values $h=k=1$ and $|\beta|=2.5$ eV are round numbers, not fitted to a particular chelate. Hückel theory neglects overlap, the sigma frame and explicit electron repulsion. A calculation on planar lithium acetylacetonate shows how far the orbital shape departs from the simple model when these are included, together with the methyl groups and a metal ion. It used restricted Hartree–Fock theory with the 6-31G basis and a fixed idealized geometry: C–C 1.40, C–O 1.27 and Li–O 1.80 Å within the ring.

The highest occupied orbital is again a pi orbital, at −8.37 eV, with the highest in-plane level 2.3 eV below it. Its Löwdin p-orbital weights are 0.57 on C3, 0.05 on C2 and 0.15 on O1. The simple model's 0.40 is thus low by about 30% relative to this calculation, but the order of the atoms is unchanged. Löwdin weights depend somewhat on the basis: with the polarized def2-SVP basis, those on C3 and O1 each fall by about 0.02. The calculation also omits correlation, solvent and geometry relaxation.

In the same frozen molecule, a bare proton was placed 1.3 Å above each atom in turn. The energy was 3.4 eV higher above C2 than above C3, and 1.8 eV higher above O1. This supports the preference for C3 over C2 without assuming that one orbital controls it. The oxygen figure is narrower in meaning: it concerns approach from above, at one height. In the ring plane the order reverses. With the same method and frozen molecule, a proton 1.0 Å from oxygen, on the side facing away from C2 and lithium, lies about 0.8 eV below one placed 1.1 Å above C3. This figure rests on the unpolarized 6-31G basis alone, so its size is uncertain; the two energies for approach from above change by 0.05 eV or less with def2-SVP. The free lone pair of oxygen can thus bind a bare proton strongly, and this calculation does not explain why oxygen is spared in the substitution. None of these energies is a barrier. Lithium is a convenient closed-shell test case here, not a recommended metal for the reaction.

Two smaller corrections can be sized within the Hückel model at $h=k=1$. Representing the electron release of the methyl groups by a shift of $-0.2$ in the Coulomb parameter of C2 and C4 moves the C3 weight from 0.40 to 0.43. A filled metal d level is more disruptive. Placed at the S2 energy and coupled with the same sign to both oxygens, by $0.2|\beta|$ in size, it splits the frontier into two filled orbitals with C3 weights 0.17 and 0.24. Their sum, 0.41, is nearly the original value. Where a transition metal has filled d levels this close to the ligand orbital, inspect the whole group of closely spaced filled orbitals, since the topmost one alone can understate the ligand's reactivity. The singly occupied d orbitals of chromium(III) are outside this estimate.

## What to do in practice

**Choose a chelate that stays together.** The argument presumes that the ligand remains bound throughout. Chromium(III) and cobalt(III) suit it because they exchange ligands slowly. With a labile metal, free diketone or its enolate may react instead, and the product no longer tells where the bound ligand was attacked.

**Protect the intermediate.** Once a cationic electrophile has added to C3, the anionic ligand has become a neutral diketone, which should be held less strongly. Strong acid makes matters worse by protonating released ligand and by opposing loss of the C3 proton. Prefer a mild electrophile source and conditions that take up the acid formed.

**Watch for electron transfer.** If the metal is easily oxidized, the reagent may remove a d electron instead of forming a carbon bond. The stabilization formula does not describe that reaction, and a large C3 amplitude gives no protection against it.

**Check the site, not just the composition.** In a diamagnetic chelate such as that of cobalt(III), central substitution removes the proton NMR signal of the C3 hydrogen and keeps the methyl signals. Elemental analysis alone cannot distinguish this from substitution on a methyl group.

**Use the site deliberately.** If C3 already carries a group other than hydrogen, the usual proton-loss route is closed. That can protect a precursor from this substitution, though not from attack on the metal or the oxygens. If C3 is to be functionalized, remember that the new group travels with the precursor: a halogen added there is a possible source of contamination in a deposited film.

The numerical output below lists the model levels, weights and energies together with the 6-31G lithium acetylacetonate values for the orbitals and for approach from above; the def2-SVP values, the in-plane proton energy and the localization differences at $h=0$ and $h=2$ are not part of it.

## Values computed for the example and the checks

```
Model inputs: h = 1.0, k = 1.0, |beta| = 2.5 eV
Levels x (S1, A1, S2, A2, S3): 2.0000 1.6180 0.6180 -0.6180 -1.6180
HOMO-LUMO gap: 3.09 eV
C3: HOMO amplitude 0.6325, weight 0.4000, pi population 1.2000
C2: HOMO amplitude 0.1954, weight 0.0382, pi population 0.7528
O1: HOMO amplitude 0.5117, weight 0.2618, pi population 1.6472
HOMO weight ratio C3/C2: 10.47
HOMO weight ratio C3/O1: 1.528
Smallest C3/C2 weight ratio in h,k scan: 2.201
Electrophile: x_e = 0.3, g = 0.1
Electrophile level above HOMO: 0.795 eV
Stabilization at C3: full 66.5 meV, second order 68.8 meV
Stabilization at C2: full 17.1 meV, second order 17.1 meV
Stabilization at O1: full 59.3 meV, second order 60.8 meV
Same, HOMO electrons removed, C3: 5.89 meV
Same, HOMO electrons removed, C2: 11.13 meV
Same, HOMO electrons removed, O1: 19.60 meV
Thermal energy at 300 K: 25.9 meV
Localization energy C3: 2.0000 |beta|
Localization energy C2: 2.8683 |beta|
Localization difference C2 - C3: 2.17 eV
HOMO weights, h = 2: C3 0.5000, C2 0.1250, O1 0.1250
HOMO weights, methyl shift -0.2: C3 0.4290, C2 0.0389, O1 0.2466
Filled d level at HOMO energy, coupling 0.2 |beta|:
  C3 weight in top orbital 0.1745, next 0.2399, sum 0.4144
Li(acac), RHF/6-31G, idealized fixed geometry:
  bonds C-C 1.40, C-O 1.27, Li-O 1.80 angstrom
  highest pi level -8.37 eV
  highest in-plane level -10.65 eV
  Loewdin pz weight of highest pi orbital, C3: 0.566
  Loewdin pz weight of highest pi orbital, C2: 0.048
  Loewdin pz weight of highest pi orbital, O1: 0.152
Proton 1.3 angstrom above atom, energy relative to C3:
  C2: +3.41 eV
  O1: +1.75 eV
```
